# Transient nucleation in a glass: implicit integration, incubation time and pre-annealed clusters

## What dimensions and linearity already fix

A crystalline cluster of $n$ atoms in a glass gains atoms at rate $b_n$ and loses them at rate $a_n$. Attachment happens at the surface, so $b_n=b_1n^{2/3}$. Loss rates follow from $b_n$ and from energies divided by $kT$. Thus $b_1$ is the only quantity that carries time. If populations $c_n$ are counted per atom of glass, the steady nucleation rate $J$ and the incubation time $\theta$ must have the form

$$J=b_1F,\qquad \theta=G/b_1,$$

with $F,G$ dimensionless. The equations are also linear in $c_n$, so clusters present at the start can change $\theta$ only by a weighted sum:

$$\theta=\theta_0-\frac1J\sum_n h_n\,c_n(0),$$

with dimensionless weights $h_n$. It remains to find $F$, $G$ and $h_n$.

The algebra is in atomic units, with $kT$ an energy. Since only energy ratios and one rate enter, the formulas hold in any consistent units. The example uses nm, eV, K and ns.

## One unknown, solved by hand

Hold size 1 at population $e_1$, count a cluster when it reaches size 3, and then remove it. The only unknown is $c_2$; $N$ is the number counted:

$$\dot c_2=b_1e_1-(a_2+b_2)c_2,\qquad \dot N=b_2c_2.$$

With $\lambda=a_2+b_2$, the steady population is $c_2^s=b_1e_1/\lambda$ and the steady rate is $J=b_2c_2^s$. The solution is

$$c_2(t)=c_2^s+[c_2(0)-c_2^s]e^{-\lambda t}.$$

Integrating $b_2c_2$ gives

$$N=Jt+\frac{b_2}{\lambda}[c_2(0)-c_2^s](1-e^{-\lambda t})
=Jt-h_2[c_2(t)-c_2(0)],\qquad h_2=\frac{b_2}{a_2+b_2}.$$

Here $h_2$ is the probability that a pair grows before it shrinks. At late times $N\to J(t-\theta)$. Since $h_2c_2^s/J=1/\lambda$,

$$\theta=\frac1\lambda-\frac{h_2c_2(0)}J .$$

If $a_2=3b_2$, then $h_2=1/4$ and the empty-start lag is $1/(4b_2)$. Each initial pair supplies on average a quarter of a counted cluster, which advances the late count by $1/(4J)$. This is the whole mechanism; a longer chain changes the weights and the empty-start lag.

## The general chain

Let the work of forming a cluster be

$$W(n)=-n\,\Delta\mu+An^{2/3},\qquad e_n=e^{-W(n)/kT},$$

where $\Delta\mu>0$ is the free energy gained per atom and $A$ measures the interface cost. Size 1 denotes a crystal-like atom, held at $c_1=e_1$. Atom depletion and contact between clusters are neglected. Temperature is constant during the main anneal. The master equation for $2\le n\le M-1$ is

$$\dot c_n=J_{n-1}-J_n,\qquad J_n=b_nc_n-a_{n+1}c_{n+1},$$

with $c_M=0$ and $\dot N=J_{M-1}$. Detailed balance, $b_ne_n=a_{n+1}e_{n+1}$, turns the flux into a difference. With $y_n=c_n/e_n$,

$$J_n=b_ne_n(y_n-y_{n+1}).$$

In the steady state every $J_n$ equals $J$. Dividing by $b_ne_n$ and summing from $1$ to $M-1$, with $y_1=1$ and $y_M=0$, gives

$$\frac1J=\sum_{k=1}^{M-1}\frac1{b_ke_k}.$$

Define

$$h_n=J\sum_{k=1}^{n-1}\frac1{b_ke_k},\qquad h_1=0,\quad h_M=1.$$

Then $b_n(h_{n+1}-h_n)=J/e_n$. Also $a_n(h_n-h_{n-1})=a_nJ/(b_{n-1}e_{n-1})=J/e_n$. The two are equal, which is the first-step equation for the probability of reaching $M$ before size 1. So $h_n$ is that probability, called the committor. Summing the steady flux from $n$ to $M-1$ instead gives $c_n^s=e_n(1-h_n)$.

Now weight the clusters by $h_n$ and add the count. Collecting the terms that contain each $J_n$,

$$\frac{d}{dt}\Big[N+\sum_{n=2}^{M-1}h_nc_n\Big]
=\sum_{n=1}^{M-1}(h_{n+1}-h_n)J_n
=J\sum_{n=1}^{M-1}(y_n-y_{n+1})=J.$$

With $N(0)=0$, integration yields an exact balance at every time:

$$N(t)=Jt-\sum_{n=2}^{M-1}h_n[c_n(t)-c_n(0)].$$

Every cluster in this finite chain eventually leaves through one end, so the memory of the initial state decays and $c_n\to c_n^s$. Therefore

$$\theta=\frac1J\sum_{n=2}^{M-1}h_n(1-h_n)e_n-\frac1J\sum_{n=2}^{M-1}h_nc_n(0).$$

Seeds cannot lower the count at any time. The off-diagonal entries of the rate matrix $B$ are non-negative, so $B+qI$ has no negative entry for large enough $q$. Then $e^{Bt}=e^{-qt}e^{(B+qI)t}$ has none either, as its power series shows. The extra count from seeds is such a matrix acting on non-negative populations.

The comparison here is with a glass free of clusters. Between two heat-treated glasses, the one with the larger $\sum h_nc_n(0)$ has the shorter lag; heat treatment as such guarantees nothing.

## The Zeldovich rate

Let $g=\Delta\mu/kT$. The condition $W'(n^*)=0$ gives $n^*=(2A/3\Delta\mu)^3$, hence $A/kT=\tfrac32g\,n^{*1/3}$. With $s=(n/n^*)^{1/3}=1+x$,

$$\frac W{kT}=w(3s^2-2s^3)=w(1-3x^2-2x^3),\qquad w=\frac{W^*}{kT}=\frac{gn^*}2.$$

For a high, broad barrier the sum for $1/J$ becomes an integral. Since $dn=3n^*s^2ds$ and $b_n=b_1n^{*2/3}s^2$, the factors $s^2$ cancel:

$$\frac1J\simeq\frac{3n^{*1/3}e^w}{b_1}\int e^{-3wx^2-2wx^3}dx .$$

Without the cubic term the integral is $\sqrt{\pi/3w}$. Writing $b^*=b_1n^{*2/3}$ and inserting $w=gn^*/2$ gives the Zeldovich rate

$$J_Z=Zb^*e^{-W^*/kT},\qquad Z=\sqrt{\frac g{6\pi n^*}} .$$

The cubic term first contributes at second order, $\tfrac12(2w)^2\langle x^6\rangle$. The Gaussian variance is $1/(6w)$, so $\langle x^6\rangle=15/(6w)^3$, and the integral grows by the fraction $5/(36w)$. To this order $J_Z$ exceeds $J$ by that fraction.

## The incubation time for a large barrier

**Near the top.** Put $u=\sqrt\pi Z(n-n^*)$. Since $W''(n^*)/kT=-g/(3n^*)=-2\pi Z^2$, we have $e_n\simeq e^{-w}e^{u^2}$ and $h=\tfrac12(1+\operatorname{erf}u)$. With the relaxation time $\tau=1/(2\pi Z^2b^*)$, the range $|u|<U$ contributes to $\theta_0$

$$\frac{\sqrt\pi\,\tau}2\int_{-U}^{U}e^{u^2}(1-\operatorname{erf}^2u)\,du
=\tau\Big[2\sqrt\pi\int_0^Ue^{u^2}\operatorname{erfc}u\,du-\sqrt\pi\int_0^Ue^{u^2}\operatorname{erfc}^2u\,du\Big],$$

because the integrand is even and $1+\operatorname{erf}u=2-\operatorname{erfc}u$.

In the first term use $e^{u^2}\operatorname{erfc}u=(2/\sqrt\pi)\int_0^\infty e^{-p^2-2up}dp$. Integrating over $u$ gives

$$2\int_0^\infty\frac{e^{-p^2}(1-e^{-2Up})}p\,dp\;\to\;2\ln(2U)+\gamma_E .$$

To see the limit, cut both parts at a small $p=\epsilon$. They are $-\ln\epsilon-\gamma_E/2$ and $-\ln(2U\epsilon)-\gamma_E$; in the second, $e^{-p^2}\to1$ for large $U$. Here $\gamma_E$ is Euler's constant.

In the second term let $U\to\infty$ and write each erfc as $(2/\sqrt\pi)\,u\int_1^\infty e^{-u^2p^2}dp$. The $u$ integral is $\int_0^\infty u^2e^{-Du^2}du=\sqrt\pi/(4D^{3/2})$ with $D=p^2+q^2-1$. All prefactors cancel, leaving

$$\int_1^\infty\!\!\int_1^\infty\frac{dp\,dq}{(p^2+q^2-1)^{3/2}}
=\int_1^\infty\frac{dp}{p(p+1)}=\ln2 .$$

The top region therefore gives $\tau(2\ln U+\gamma_E+\ln2)$.

**Away from the top.** Below $n^*$, $1-h\simeq1$, and the sum in $h_n$ is dominated by sizes close to $n$. This gives $h_ne_n/J\simeq1/|v|$, where $v=-b_nW'/kT$ is the drift speed. Above $n^*$ the same holds for $(1-h_n)e_n/J$. From $W'/kT=g(1/s-1)$ and $\tau=3n^{*1/3}/(b_1g)$,

$$\frac{dn}{|v|}=\tau\frac{s\,ds}{|s-1|}.$$

Let $\rho=(M/n^*)^{1/3}$ and $\rho_0=n^{*-1/3}$. Integrating over $\rho_0<s<1-\epsilon$ and $1+\epsilon<s<\rho$ gives

$$\tau[\rho-2+\rho_0+\ln(\rho-1)+\ln(1-\rho_0)-2\ln\epsilon].$$

The cut lies at $U=3\sqrt\pi Zn^*\epsilon$, so $2\ln U=\ln(3w)+2\ln\epsilon$. The cut cancels in the sum:

$$\theta_0\simeq\tau\Big[\ln\frac{6W^*}{kT}+\gamma_E-2+\rho+\ln(\rho-1)+\rho_0+\ln(1-\rho_0)\Big].$$

The lag depends on the counting size through $\rho$, because growth up to $M$ takes time. The formula requires a large barrier, $g$ small enough for sums to become integrals, and $M$ well above $n^*$.

With $\rho=2$, the rate errors relative to the exact sums are 1.23, 0.48 and 0.18 % for barriers of 12.5, 30 and 80 $kT$. The lag errors are −5.4, −1.4 and −0.4 %, but along this series $g$ also falls, from 1 to 0.4 to 0.16. The rate errors are set by the barrier alone to the digits shown, whereas the lag error depends strongly on $g$. At $g=1$ it is still −3.8 % at 30 $kT$ and −2.8 % at 80 $kT$; at $g=0.16$ it is −1.4 % already at 12.5 $kT$.

## The stiff implicit step

Collect $c_2,\dots,c_{M-1}$ and $N$ in a vector $Y$, so that $\dot Y=BY+S$, with $S$ the supply from size 1. For a step $\delta$ and $\omega=1-1/\sqrt2$, solve

$$K_1=B(Y+\omega\delta K_1)+S,$$

$$K_2=B\big(Y+(1-\omega)\delta K_1+\omega\delta K_2\big)+S,$$

and update $Y\to Y+\delta[(1-\omega)K_1+\omega K_2]$. Both equations are tridiagonal, so the cost of a step is proportional to $M$.

For one mode $\dot Y=\kappa Y$ with $z=\kappa\delta$, elimination of $K_1$ and $K_2$ multiplies $Y$ by

$$R(z)=\frac{1+(1-2\omega)z}{(1-\omega z)^2}=1+z+(2\omega-\omega^2)z^2+\dots$$

The chosen $\omega$ makes the last coefficient $1/2$, which gives second order. As $z\to-\infty$, $R\to0$, so fast modes are damped. However, $R<0$ for $z<-(1+\sqrt2)$. Large steps can therefore produce negative populations, although the differential equation cannot.

The scheme also respects the balance law. Let $\ell=(h_2,\dots,h_{M-1},1)$. We showed that $\ell\cdot(BY+S)=J$ for every $Y$. Each stage has this form, so $\ell\cdot K_1=\ell\cdot K_2=J$, and each step raises $\ell\cdot Y$ by $J\delta$. Once the run has settled, the lag is free of time-step error, apart from rounding. The transient curve has no such protection.

## An antimony-like memory cell

Take a cell 20 nm wide, annealed at 600 K, with rough values for antimony: melting point 900 K, heat of fusion 0.20 eV per atom, atomic volume $v_a=0.030$ nm³ and interface energy $\gamma=0.50$ eV/nm². Assume that the heat-capacity difference between liquid and crystal equals the entropy of fusion $\Delta S_f=\Delta H/T_m$. The entropy difference is then $\Delta S_f[1-\ln(T_m/T)]$. Integrating it from $T$ to $T_m$ gives

$$\Delta\mu=\frac{\Delta H}{T_m}T\ln\frac{T_m}T=0.20\times\tfrac23\times\ln1.5=0.0541\ \text{eV}.$$

For a sphere, $A=\gamma(36\pi)^{1/3}v_a^{2/3}=0.2335$ eV. Hence $n^*=(2\times0.2335/(3\times0.0541))^3\simeq24$ atoms, a radius of 0.55 nm, and $W^*=0.645$ eV $=12.5\,kT$. Such a small cluster strains the idea of a sharp interface.

The mobility is modelled by $b_1=4\nu e^{-E/kT}$, with $\nu=10^4$ per ns and $E=0.50$ eV. These two numbers are assumed, not fitted to antimony, and they set every time quoted below. They give $b_1=2.52$ per ns and $\tau=3.27$ ns.

With $M=200$, the exact sum and the integration both give $J=3.81\times10^{-6}$ per atom per ns; Zeldovich's formula gives $3.86\times10^{-6}$. For the lag, $\rho=2.03$ and $\rho_0=0.35$ make the bracket 4.88, so $\theta_0\simeq15.95$ ns. The exact value is 16.95 ns. Integration returns 16.95 ns with steps of 0.05 ns and also with steps of 2 ns.

The decay rates run from 0.299 to 261 per ns. Explicit Euler needs steps below 0.0077 ns, about 20,000 for a 150 ns run, against 3000 implicit steps of 0.05 ns. At 10 ns the implicit count errs by 3.9 % with 0.2 ns steps and 0.98 % with 0.1 ns steps, relative to the matrix exponential. The ratio, 3.96, confirms second order.

## What the pre-anneal does

Hold an initially cluster-free glass at 450 K for 100 ns, then jump to 600 K and start the clock. The critical size is 11.3 atoms at 450 K and 23.9 at 600 K. Clusters between these sizes tend to grow during the pre-anneal but are subcritical in the main anneal. They still count: at 600 K a cluster of 20 atoms has $h=0.32$.

The lag falls from 16.95 to 3.78 ns. Not all of this comes from subcritical clusters. If only seeds below the 600 K critical size are kept, the lag is 11.6 ns; they supply 5.3 of the 13.2 ns gained.

To turn counts into crystallised fraction, let $m(t)$ be the size in atoms, at age $t$ after counting, of a grain growing unimpeded at $\dot n=b_n-a_n$ from size $M$. A point is covered on average by $X(t)=\int_0^t\dot N(t')m(t-t')dt'$ such grains. If they are placed independently, the chance of no cover is $e^{-X}$ (Poisson), so the fraction is $1-e^{-X}$. Half-crystallisation, $X=\ln2$, comes at:

- 56.6 ns for the empty glass,
- 51.5 ns with subcritical seeds only,
- 45.1 ns with all pre-annealed clusters.

Raising the counting size to $M=400$ delays each of these times by about 0.1 ns. These shifts differ from the lag gains because the late asymptote of $N(t)$ is translated, but the early curve is not. The saving also excludes the 100 ns pre-anneal itself. It helps only if that time is available before the switching pulse.

History can matter more than the pre-anneal alone. A linear quench from 900 to 350 K in 10 ns leaves clusters worth 4.4 ns of lag. The same quench followed by the pre-anneal is worth 45.3 ns, far more than the separate gains combined. By linearity, the quenched clusters' share rises from 4.4 to $45.3-13.2=32.1$ ns during the hold at 450 K. Most of this rise comes from clusters that start below the 450 K critical size of 11.3 atoms: some of them fluctuate past it and then tend to grow, and $h_n$ rises with size. The resulting lag, $16.95-45.3=-28.3$ ns, is negative: the late count is ahead of steady nucleation from time zero. This gain includes any clusters already counted before the main anneal.

Conversely, 1 ns at 850 K after the pre-anneal of the empty glass cuts its gain from 13.2 to 0.53 ns. The old seeds dissolve; what remains comes from small clusters formed at 850 K itself.

## How far the numbers can be trusted

Antimony glass crystallises readily, and weak pre-pulses have been used to speed up phase-change cells. The model behaves similarly, but this does not establish that its mechanism is the cause in real cells, and its times are not predictions for a device. Real cells may hold crystal in contact with the glass. In this model the surface of a large crystal advances at $\tfrac13b_1(1-e^{-\Delta\mu/kT})(3v_a/4\pi)^{1/3}=0.105$ nm/ns. Growing in from all six faces, it would consume half the cell in about 20 ns without any nucleation, and the lag would matter little. The results above therefore apply only where nucleation, not such growth, controls crystallisation.

Electrodes and walls can also make nucleation easier. A wall wetted at a contact angle of 90° halves the barrier. If all six faces are wetted, and the other prefactors are taken as in the bulk, the total nucleation rate at the walls is roughly 50 times the bulk rate. The critical cluster at the wall has half the atoms and half the surface, so $b^*$ halves and $Z$ grows by $\sqrt2$; this lowers the factor to about 34. Lowering the interface energy by 10 % multiplies $J$ by 28. A 5 % volume misfit, with a 40 GPa modulus and a rigid surrounding glass, costs 0.0094 eV per atom. Since $W^*\propto\Delta\mu^{-2}$, this would raise the barrier to about 18 $kT$ and cut $e^{-W^*/kT}$ some 300-fold; flow or compliance of the glass reduces the effect.

The weight of other omissions depends on the conditions. In the steady state at 600 K, subcritical clusters, with size 1 included, hold 5.8 % of the atoms. The heat of fusion divided by a heat capacity of $3k$ per atom is 774 K. With the heat-capacity difference assumed above, the heat released at 600 K is only 0.133 eV per atom, or 516 K. This is still enough for an isolated cell to warm until it nears the melting point and crystallisation stalls. With ideal heat sinks at both faces and a diffusivity of 1000 nm²/ns, the rise is only about 1 K (1.1 K from the 774 K figure, 0.7 K from 516 K). While the rise stays at a few kelvin, it varies roughly inversely with the diffusivity. A poorly conducting glass warms more, and constant temperature can then no longer be assumed. The nominal grain number at half time is 40. It includes nuclei placed inside crystal already formed; about 34 form in untransformed material, so the grain number varies randomly between cells by roughly $1/\sqrt{34}=17$ %. Truncation of grains by the walls is not included, although a grain counted at 17 ns has a radius of 4.7 nm by half time in the 20 nm cell.

At 360 K the model gives a lag of 5.3 µs. That figure extends one activation energy down from the annealing range, and the entropy model itself fails below $T_m/e=331$ K. It should not be read as a retention time. The numerical output below lists the values used here.

## Numbers as computed

```
melting point 900 K, heat of fusion 0.20 eV/atom
atomic volume 0.030 nm^3, interface energy 0.50 eV/nm^2
attempt rate 10000 per ns, jump barrier 0.50 eV
main anneal 600 K; pre-anneal 450 K for 100 ns
counting size M = 200 atoms, cell edge 20 nm
kT 0.05170 eV, driving force 0.05406 eV/atom, A 0.2335 eV
unit attachment rate at main anneal 2.5249 per ns
critical size 23.86 atoms, radius 0.555 nm
critical size at pre-anneal 11.32 atoms
barrier 0.6449 eV = 12.47 kT
Zeldovich factor 0.0482, relaxation time tau 3.271 ns
steady rate, exact sum 3.8138e-06 per atom per ns
steady rate, integration 3.8138e-06 per atom per ns
steady rate, Zeldovich 3.8607e-06 per atom per ns
lag from empty glass, exact sum 16.950 ns
lag, integration with 0.05 ns steps 16.950 ns
lag, integration with 2 ns steps 16.950 ns
lag, large-barrier formula 15.949 ns
barrier 12.5 kT: rate error 1.23 %, lag error -5.36 %
barrier 30.0 kT: rate error 0.48 %, lag error -1.39 %
barrier 80.0 kT: rate error 0.18 %, lag error -0.38 %
barrier-region constant 1.27038
decay rates: fastest 261.1, slowest 0.2992 per ns
explicit Euler step limit 0.00766 ns
count error at 10 ns: 3.86e-02 (0.2 ns), 9.75e-03 (0.1 ns)
error ratio on halving the step 3.96
committor h at n = 10, 20, 25, 40: 0.0244, 0.3210, 0.5623, 0.9596
lag after pre-anneal 3.775 ns, gain 13.176 ns
lag, subcritical seeds only 11.606 ns, gain 5.344 ns
half-crystallised, empty glass 56.62 ns
half-crystallised, pre-annealed 45.09 ns
half-crystallised, subcritical seeds only 51.54 ns
quench 900 to 350 K in 10 ns: gain 4.372 ns
same quench, then pre-anneal: gain 45.293 ns
pre-anneal, then 1 ns at 850 K: gain 0.526 ns
atoms held in subcritical clusters 5.82 %
rate factor if interface energy is 10 % lower 27.73
rate factor of walls wetted at 90 degrees 47.7
misfit 5 %, modulus 40 GPa: strain energy 0.0094 eV/atom
latent heating without heat loss 774 K
latent heating, diffusivity 1000 nm^2/ns: 1.08 K
expected grains in cell at half time 40.3
lag at storage temperature 360 K: 5295 ns
```
